# Maxwell's effective gas diffusivity among impermeable spheres in vapour infiltration

In chemical vapour infiltration a reactant gas diffuses into a porous body and deposits solid on its internal surfaces. How deep it reaches depends on how strongly the solid obstructs diffusion. This problem treats the obstruction for the simplest solid, separated spheres, and applies the result to carbon deposition from methane.

Identical impermeable, non-adsorbing spheres of radius $a$ occupy a fraction $\phi$ of the volume. The porosity is $e=1-\phi$. The gas between them has free diffusivity $D_0$, and $c$ is the reactant concentration per unit volume of gas. The spheres are arranged isotropically, the temperature is uniform, and molecules collide mostly with each other rather than with the solid. The effective diffusivity is defined by

$$J=-D_{\rm eff}\,G ,$$

where $J$ is the flux per total cross-section, solid included, and $G$ is the macroscopic gradient of $c$ along $z$. We write $d=D_{\rm eff}/D_0$.

## (a) One sphere

**A single sphere sits in gas whose concentration far away is $c_0+Gz$. Find the steady concentration around it.**

With no reaction in the gas, steady diffusion obeys $\nabla^2c=0$. The distant field varies as $\cos\theta$, where $\theta$ is measured from the $z$ axis at the sphere's centre, so we try $c=c_0+f(r)\cos\theta$. Laplace's equation becomes

$$f''+\frac{2}{r}f'-\frac{2}{r^2}f=0 .$$

A power $r^n$ solves it if $n(n-1)+2n-2=(n-1)(n+2)=0$, so $n=1$ or $n=-2$. The condition at large $r$ fixes the coefficient of $r$:

$$f=Gr+\frac{B}{r^2}.$$

No gas enters the solid, hence $f'(a)=G-2B/a^3=0$ and $B=Ga^3/2$. Therefore

$$c=c_0+G\left(r+\frac{a^3}{2r^2}\right)\cos\theta .$$

The second term is a dipole field. On the surface $c-c_0=\tfrac32Ga\cos\theta$, which is one and a half times the undisturbed variation: concentration builds up on the side facing the incoming gas and is depleted on the other, and this difference drives the gas around the obstacle.

## (b) The first-order loss of diffusivity

**Express $d$ through the concentration on the sphere surfaces, and evaluate it for spheres too far apart to influence each other.**

Take a box of volume $V$ with two faces normal to $z$, no flow through its sides, and no sphere cut by its faces. In steady state the same total flow crosses every plane normal to $z$. The flux per total area therefore equals the volume average of the local flux, which is zero inside the solid:

$$J=-\frac{D_0}{V}\int_{\rm gas}\frac{\partial c}{\partial z}\,dV .$$

Apply the divergence theorem to the gas region. The outer faces contribute $GV$, because the mean concentrations on the two end faces differ by $G$ times the box length. On a sphere, the normal pointing out of the gas is $-\mathbf n$, where $\mathbf n$ points out of the sphere. Hence

$$\int_{\rm gas}\frac{\partial c}{\partial z}\,dV=GV-\sum_{\rm spheres}\oint c\,n_z\,dS ,$$

$$d=1-\frac{1}{GV}\sum_{\rm spheres}\oint c\,n_z\,dS .$$

No diluteness has been assumed yet. For an isolated sphere we insert the surface concentration from (a). The constant $c_0$ integrates to zero, $n_z=\cos\theta$, and the average of $\cos^2\theta$ over a sphere is $1/3$:

$$\oint c\,n_z\,dS=\frac32Ga\cdot\frac{4\pi a^2}{3}=\frac32\,G\,V_s,\qquad V_s=\frac{4\pi a^3}{3}.$$

The sphere volumes add up to $\phi V$, so to first order

$$d\simeq1-\frac32\phi .$$

To this order $d$ factorizes as $(1-\phi)(1-\phi/2)$. The first factor is the missing gas volume; the second is the slowing of transport within the gas that remains.

If each sphere instead feels a local uniform gradient $gG$, its surface dipole is multiplied by $g$, and

$$d=1-\frac32 g\phi .$$

The isolated-sphere calculation sets $g=1$. It also needs real separation: spheres gathered into touching clusters disturb one another however small $\phi$ is.

## (c) Maxwell's closure

**Place $N$ of the spheres inside a large spherical region of radius $R$, surrounded by free gas. Choose $d$ so that a homogeneous sphere of radius $R$ and diffusivity $dD_0$ produces the same distant dipole field. Express the answer in terms of $e$.**

Far away, the different positions of the small spheres matter only through terms falling faster than $1/r^2$. If each sphere responds to the applied gradient $G$, the dipole coefficients add:

$$N\frac{Ga^3}{2}=\frac{G\phi R^3}{2},\qquad \phi=\frac{Na^3}{R^3}.$$

For the homogeneous sphere, the inside field must be finite at the centre, so its amplitude is $Ar$. Outside it is $Gr+B/r^2$. Let $\beta=B/(GR^3)$. Continuity of concentration and of normal flux at $r=R$ gives

$$\frac AG=1+\beta,\qquad d\,\frac AG=1-2\beta .$$

Eliminating $A$ gives $d+d\beta=1-2\beta$, or

$$\beta=\frac{1-d}{2+d}.$$

Equating the two dipoles means $\beta=\phi/2$:

$$2(1-d)=\phi(2+d)\quad\Rightarrow\quad 2-2\phi=d(2+\phi).$$

With $\phi=1-e$,

$$\boxed{\frac{D_{\rm eff}}{D_0}=\frac{2(1-\phi)}{2+\phi}=\frac{2e}{3-e}}$$

Expansion in small $\phi$ gives

$$d=\frac{1-\phi}{1+\phi/2}=1-\frac32\phi+\frac34\phi^2-\cdots .$$

The linear term repeats (b). The higher terms come from the closure and are not supplied by the isolated-sphere solution.

The closure has a simple meaning. The mean gradient inside the equivalent sphere is $A=G(1+\phi/2)$, while each small sphere was assigned the smaller gradient $G$. Relative to the mean gradient of the medium, a sphere thus feels

$$g=\frac{1}{1+\phi/2}.$$

Putting this into $d=1-\frac32g\phi$ returns the boxed formula.

As $e\to1$ the free-gas value is recovered. As $e\to0$ the formula gives $d\to2e/3$, so it predicts transport down to vanishing porosity. It must fail for a body whose gas passages close while some porosity remains.

## (d) A structure for which the formula is exact

**Surround an impermeable core of radius $a$ by a gas shell reaching to radius $b$, with $a^3/b^3=\phi$. Embed this unit in a medium of diffusivity $dD_0$ carrying a uniform gradient $G$. For which $d$ does the unit leave the outside field undisturbed?**

In the shell, zero flux at the core again selects

$$f=A\left(r+\frac{a^3}{2r^2}\right),\qquad f'=A\left(1-\frac{a^3}{r^3}\right).$$

Outside we require $f=Gr$. Matching concentration and flux at $r=b$ gives

$$A\left(1+\frac\phi2\right)=G,\qquad A(1-\phi)=d\,G .$$

Dividing the second by the first,

$$d=\frac{1-\phi}{1+\phi/2}=\frac{2e}{3-e}.$$

Such a unit can replace a ball of the medium without changing the field or the flow outside it. The remaining medium can be replaced by ever smaller units with the same ratio $a/b$, until its volume fraction tends to zero. What is left is gas and impermeable cores, with the diffusivity of the original medium. For this construction, with its unlimited range of sphere sizes, Maxwell's formula holds at every porosity. Equal spheres are a different structure and need a separate examination.

Radial integration of the diffusion equation, without these closed solutions, gives the same value for both the matched far field and the undisturbed coated sphere: 0.857143, 0.727273 and 0.400000 at porosities 0.9, 0.8 and 0.5.

## (e) Steady flux and spreading in time

**A concentration pulse spreads through the pores. Which diffusivity governs its width?**

Unit total volume contains only the amount $ec$ of reactant. For variations that are slow over the sphere spacing, conservation gives

$$e\frac{\partial c}{\partial t}=D_{\rm eff}\nabla^2c .$$

The pulse therefore spreads with

$$D_{\rm pore}=\frac{D_{\rm eff}}{e}=\frac{2D_0}{3-e}.$$

The factor $e$ belongs to the flux per total area and is absent from the spreading rate. If one writes $D_{\rm eff}=eD_0/\tau$, the tortuosity factor is $\tau=(3-e)/2$, which lies between 1 and $3/2$.

This distinction was tested with 20000 random walkers reflected by spheres in a simple cubic array at $e=0.8$. Their mean-square displacement, relative to free walkers, was 0.915. The formula gives $D_{\rm pore}/D_0=0.9091$ (the array value from (f) is $0.7267/0.8=0.9084$), whereas the flux ratio is 0.7273. The statistical uncertainty of the walk is about 0.6%, similar to the difference from 0.9091; the finite step length can add an error of comparable size.

## (f) How far can the formula be carried for equal spheres?

**Compare it with a numerical solution for a simple cubic array.**

Use a cubic cell of side 1 with a sphere at its centre and a concentration drop of 1 across it. Cubic symmetry permits the solutions

$$\left(r^l+\frac{l}{l+1}\frac{a^{2l+1}}{r^{l+1}}\right)P_l^m(\cos\theta)\cos m\varphi$$

with odd $l$ and with $m$ a multiple of four. The radial derivative of each is $l a^{l-1}-l a^{l-1}=0$ at $r=a$, so the impermeable surface is treated exactly. The coefficients are chosen by least squares to make $c=\pm1/2$ on the end faces and the normal derivative zero on the side faces. The flux through an end face then gives $d$:

| $e$ | Maxwell | $1-\frac32\phi$ | Cubic array |
|---|---|---|---|
| 0.9 | 0.8571 | 0.850 | 0.8571 |
| 0.8 | 0.7273 | 0.700 | 0.7267 |
| 0.7 | 0.6087 | 0.550 | 0.6057 |
| 0.6 | 0.5000 | 0.400 | 0.490 |
| 0.5 | 0.4000 | 0.250 | 0.374 |

The surface integral from (b) provides a second evaluation. It agrees to the digits shown except at $e=0.5$, where it gives 0.375; this gap of under 0.001 is truncation error of the fit, and the converged value rounds to the tabulated 0.374. There the spheres nearly touch, since contact occurs at $\phi=\pi/6\simeq0.524$.

At $\phi=0.001$ the array gives $(1-d)/\phi=1.49925$, in agreement with the initial slope $3/2$ and its first correction, $-\frac34\phi$. Relative to the array, Maxwell's value is 0.08% high at $e=0.8$, 2% high at $e=0.6$ and about 7% high at $e=0.5$. The linear formula is already 4% low at $e=0.8$. For this arrangement the closure therefore extends the useful range well beyond the strictly dilute limit.

The discrepancy can be read through the gradient felt by each sphere. Surface terms with $l\ge3$ are orthogonal to $\cos\theta$, so $d=1-\frac32g\phi$ remains true in the array, with $g$ taken from the $l=1$ term. At $e=0.5$ the value $d=0.374$ corresponds to $g\simeq0.835$, while Maxwell's closure has $1/(1+0.25)=0.800$. The spheres respond more strongly than the closure allows, and the flux is smaller. These percentages belong to the cubic array; they are not error limits for a random packing.

## (g) Penetration of methane into a preform

**A slab 2 cm thick, open on both faces, has porosity 0.8 and grains of radius 100 µm. It is held at 1300 K and 100 Torr in nitrogen containing a mole fraction 0.1 of methane. Take $D_0=20\ {\rm cm^2/s}$ and a reaction probability $\gamma=10^{-6}$ per wall collision. How uniform is the initial deposition, and which neglected effect is largest?**

These inputs are rough, round values for infiltration with pyrolytic carbon. Whatever holds the separated grains in place is ignored.

The effective diffusivity is

$$D_{\rm eff}=0.7273\times20=14.55\ {\rm cm^2/s}.$$

For a Maxwell distribution of velocities, with $m$ the molecular mass, the number of wall collisions per area and time, divided by the number density, is

$$\int_0^\infty v_z\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv_z^2/2k_BT}\,dv_z=\sqrt{\frac{k_BT}{2\pi m}}=\frac{\bar v}{4},$$

where $\bar v=\sqrt{8k_BT/\pi m}=1310$ m/s is the mean speed of methane. The wall reaction velocity is thus

$$k=\frac{\gamma\bar v}{4}=0.0327\ {\rm cm/s}.$$

Each sphere has area-to-volume ratio $3/a$, so the grain area per total volume is

$$S=\frac{3\phi}{a}=\frac{3\times0.2}{0.01\ {\rm cm}}=60\ {\rm cm^{-1}}.$$

Consumption per total volume is $kSc$, with $kS=1.965\ {\rm s^{-1}}$. Let $z=0$ now be the mid-plane and $H=1$ cm the half-thickness. The steady balance is

$$D_{\rm eff}\frac{d^2c}{dz^2}=kSc .$$

With concentration $c_s$ at both faces, the symmetric solution is

$$c=c_s\frac{\cosh(z/L)}{\cosh(H/L)},\qquad L=\sqrt{\frac{D_{\rm eff}}{kS}}=\sqrt{\frac{14.55}{1.965}}=2.72\ {\rm cm}.$$

The centre has $c/c_s=1/\cosh(1/2.72)=0.936$. Deposition, proportional to $c$ in this model, starts about 6% slower at the centre than at the faces. Using $D_{\rm pore}$ in place of $D_{\rm eff}$ would lengthen $L$ by the factor $1/\sqrt e$, an error of 12%.

Deposition also changes the structure. If the grains grow about fixed centres until $e=0.5$ without touching, as they can in the cubic array, then $a\propto\phi^{1/3}$ and $S\propto\phi^{2/3}$, so $S$ rises by $(0.5/0.2)^{2/3}=1.84$. With $k$ and $D_0$ fixed, Maxwell's formula gives

$$\frac{L_{0.5}}{L_{0.8}}=\sqrt{\frac{0.400/0.727}{1.84}}\simeq0.55 .$$

With the cubic-array values 0.374 and 0.7267 the ratio is 0.53. The slab becomes harder to infiltrate evenly as it fills. Randomly placed grains would overlap before this porosity is reached, and their surface area would rise less.

**Net molar outflow.** The reaction CH$_4\to$ C + 2H$_2$ releases two molecules for each one consumed. Let $N_m$ be the methane flux, $N_h=-2N_m$ the hydrogen flux, and $x$ the methane mole fraction, with nitrogen at rest. If one diffusivity serves the mixture, diffusion supplies $J$ and the net flow carries $x(N_m+N_h)$:

$$N_m=J+x(N_m-2N_m)\quad\Rightarrow\quad N_m=\frac{J}{1+x}.$$

At $x=0.1$ this puts the local flux 9.1% below the purely diffusive value. Hydrogen, however, is much more mobile than the other gases. Let $q\simeq3.3$ be the ratio of the methane–hydrogen to the methane–nitrogen diffusivity. At the face, where no hydrogen is present, the Maxwell–Stefan equations for the same fluxes give

$$N_m=\frac{J}{(1-x)+2x/q}.$$

Setting $q=1$ recovers the previous result, but $q=3.3$ gives a flux about 4% above $J$. The equal-diffusivity estimate therefore has the wrong sign for this mixture. The result combines two opposing effects: methane drifting through stagnant nitrogen would alone give $J/(1-x)$, 11% above $J$, and the outgoing hydrogen lowers this by about 6% at $q=3.3$. The two cancel at $q=2$, so the sign and size depend on $q$ and on the face being free of hydrogen. For $q=1$ and for $q=3.3$ this correction to the face flux is the largest in magnitude of the four sized here, yet in both cases the centre value $c/c_s$ stays within 0.01 of 0.936.

**Wall collisions.** The elementary relation $D_0=\bar v\lambda/3$ defines an effective free path $\lambda=4.58$ µm, about twice the hard-sphere collision free path. A sphere's mean chord is its volume divided by its projected area, $4a/3$. A long straight line has equally many gas and solid segments, with total lengths in the ratio $e:\phi$, so the mean gas chord is

$$\ell=\frac{4a}{3}\frac e\phi=533\ \text{µm}.$$

Estimating the wall-limited diffusivity as $\bar v\ell/3$ and adding resistances in series gives $D/D_0=1/(1+\lambda/\ell)$, a loss of 0.85%.

**Reaction at the grain scale.** With uptake, the surface condition in (a) becomes $D_0f'=kf$. Writing $B=\beta_sGa^3$ and ${\rm Da}=ka/D_0$,

$$1-2\beta_s={\rm Da}(1+\beta_s)\quad\Rightarrow\quad\beta_s=\frac{1-{\rm Da}}{2+{\rm Da}}.$$

Here ${\rm Da}=1.64\times10^{-5}$. Replacing $\phi/2$ by $\beta_s\phi$ in Maxwell's matching raises $D_{\rm eff}$ by less than 0.001%. Reaction matters across the slab but hardly around one grain.

**Sphere interactions.** If the grains form a cubic array, the correction to $D_{\rm eff}$ is $-0.08\%$, from (f).

**Comparison with real preforms.** A preform built from carbon fibres differs from this model: the fibres touch, their radius is a few micrometres, far smaller than that of these grains, and their arrangement can be anisotropic. Keeping the sphere geometry, porosity and $\gamma$ but setting $a=4$ µm reduces $\ell$ to 21 µm, and the same series estimate, rough when $\lambda$ is comparable with $a$, then lowers the diffusivity by 18%; it runs low in this regime, and with diffuse reflection at the walls of a cubic array the loss is nearer a quarter. The surface area per volume rises 25-fold, and $L$ falls to about 0.5 cm. The assumed $\gamma$ is a further large uncertainty: it stands for a chain of gas and surface reactions, and a tenfold change alters $L$ by a factor of about 3.2. Gas-phase chemistry, temperature gradients and irregular grain shapes have not been sized. The value 2.72 cm therefore describes the stated model, not a measured infiltration depth. The numerical output below lists the quantities for the 100 µm grains at porosity 0.8, with the outflow loss in its equal-diffusivity form; the estimates for grown grains and for 4 µm grains follow from them by the scalings given above.

## Computed values

```
isolated sphere: dipole coefficient / a^3 = 0.500000
porosity | D/D0 matched far field | D/D0 neutral coated sphere
  0.9  0.857143  0.857143
  0.8  0.727273  0.727273
  0.5  0.400000  0.400000
cubic array, phi = 0.001: (1 - D/D0)/phi = 1.49925
porosity | Maxwell | 1-1.5phi | array: face flux | surface | felt gradient/G
  0.9  0.85714  0.85000  0.85711  0.85711  0.95259
  0.8  0.72727  0.70000  0.72670  0.72670  0.91099
  0.7  0.60870  0.55000  0.60566  0.60566  0.87631
  0.6  0.50000  0.40000  0.49012  0.49012  0.84980
  0.5  0.40000  0.25000  0.37442  0.37483  0.83356
random walk, porosity 0.8: pore diffusivity/D0 = 0.915
Maxwell D_eff/(e D0) = 0.9091
walkers = 20000, steps = 1900, step = 0.04 cell sides
temperature = 1300 K, pressure = 100 Torr
methane mole fraction = 0.1
free-gas diffusivity D0 = 20.0 cm2/s
grain radius = 100 um, porosity = 0.8
reaction probability = 1.0e-06
slab half-thickness = 1.0 cm
D_eff/D0 = 0.7273, D_eff = 14.55 cm2/s
methane mean speed = 1310 m/s
wall reaction velocity k = 0.0327 cm/s
grain area per volume = 60.0 1/cm
volume reaction rate k*S = 1.965 1/s
penetration length = 2.72 cm
centre/surface methane: cosh law 0.9361, finite differences 0.9361
net molar outflow: local flux factor = 0.9091
net molar outflow: flux loss = 9.09 %
mean free path = 4.58 um, mean pore chord = 533 um
wall collisions: diffusivity loss = 0.85 %
grain Damkohler number = 1.64e-05
grain reaction: D_eff change = 0.00084 %
cubic array against Maxwell: D_eff change = -0.078 %
```
